# What the f-sum rule checks in delta-kick absorption spectra, part 2

A real-time absorption calculation gives each of \(N\) electrons a small momentum \(\kappa\), records the dipole and Fourier-transforms it. The question is what agreement or disagreement of the spectrum's area with \(N\) tells us. Hartree atomic units are used. The Hamiltonian is

\[
H=\sum_{j=1}^N \tfrac12\mathbf p_j^2+\sum_j v(\mathbf r_j)+W ,
\]

with \(v\), \(W\) multiplicative, eigenstates \(|n\rangle\), \(\omega_n=E_n-E_0\), and a bound, nondegenerate ground state \(|0\rangle\). For a unit vector \(\mathbf u\),

\[
X=\sum_j \mathbf u\cdot\mathbf r_j,\qquad P=\sum_j\mathbf u\cdot\mathbf p_j,\qquad [X,P]=iN ,
\]

\([H,X]=-iP\), \(X_{n0}=\langle n|X|0\rangle\) and \(f_n=2\omega_n|X_{n0}|^2\). The kick produces \(e^{i\kappa X}|0\rangle\), with amplitudes

\[
c_n=\langle n|e^{i\kappa X}|0\rangle=i\kappa X_{n0}-\tfrac12\kappa^2 (X^2)_{n0}+O(\kappa^3).
\]

A Gaussian pulse of width \(\tau\) multiplies the first-order amplitude by \(e^{-\omega_n^2\tau^2/2}\). The signal \(d(t)\) is the change in \(\langle X\rangle\).

The first derivation expands in eigenstates:

\[
d(t)=\kappa\sum_{n\neq0}\frac{f_n}{\omega_n}\sin\omega_nt+O(\kappa^2),
\]

\[
\alpha(z)=\frac1\kappa\int_0^\infty d(t)e^{izt}dt=\sum_n\frac{f_n}{\omega_n^2-z^2}.
\]

Here \(\alpha\) is the dipole response, and \(\alpha(0)\) the static polarizability. Under inversion symmetry the remainder in \(d\) is \(O(\kappa^3)\). With damping \(\gamma\), \(a_n=\omega_n^2+\gamma^2\) and \(y=\omega-a_n/\omega\) (\(y_n\) for line \(n\)), the strength function is

\[
S_\gamma=\sum_nf_nL_n(\omega),\qquad L_n(\omega)=\frac{4\gamma/\pi}{(\omega-a_n/\omega)^2+4\gamma^2}.
\]

Each \(L_n\) has unit area, maximum \(1/(\pi\gamma)\) and full width \(2\gamma\). Stopping at time \(T\) loses the fraction \(e^{-\gamma T}\) of the peak height for \(\gamma\ll\omega_n\). For lines well below an upper limit \(\Omega\), the missing area is

\[
\int_\Omega^\infty S_\gamma\,d\omega=\frac{4\gamma}{\pi\Omega}\sum_nf_n+\frac{8\gamma}{3\pi\Omega^3}\sum_nf_n(\omega_n^2-\gamma^2)+\dots
\]

The second derivation uses the equation of motion and gives, at any \(\kappa\),

\[
\dot d(0^+)=N\kappa
\]

In one dimension, with \(W\) depending only on coordinate differences, \(\ddot d=-\langle\sum_jv'(x_j)\rangle\), \(\ddot d(0^+)=0\), \(\dddot d(0^+)=-\kappa\langle\sum_jv''(x_j)\rangle_0\) and

\[
\sum_nf_n\omega_n^2=\Big\langle\sum_jv''(x_j)\Big\rangle_0 .
\]

For a smooth decaying window \(w(t)\) with \(w(0)=1\), and \(G=wd/\kappa\), the spectrum \(S_w(\omega)=\frac{2\omega}\pi\int_0^\infty G\sin\omega t\,dt\) has area \(N\). Cutting the signal at \(T\) adds ripple terms to the area up to \(\Omega\): one at most \(2|G(T)|/(\pi T)\), another of order \(2|\dot G(T)|/(\pi\Omega T)\).

## What each derivation assumes

The first derivation needs a weak kick, linear evolution under a fixed Hamiltonian and a complete set of its eigenstates. In return it says what the spectrum is: where the lines lie, what weight each carries and which states are missing. The second needs only \(i[H,X]=P\), a starting state with \(\langle P\rangle=0\) and a smooth signal. It fixes the area of the spectrum, and also its tail when the starting state is stationary so that \(\ddot d(0^+)=0\), and through \(\dddot d(0^+)\) it fixes the weak-kick moment \(\sum_nf_n\omega_n^2\), but it does not give the position or weight of any single line. For a strong kick \(S_w\) is in general no longer \(\sum f_nL_n\), since the terms with \(m,n\neq0\) oscillate at differences of excitation energies, yet its area is still \(N\). The harmonic trap below is an exception: its signal is linear in \(\kappa\) at any strength.

This settles what an agreement with \(N\) checks. It does not check that \(\kappa\) is small, and it does not check that the damping or, up to the ripple terms, which are small when \(|G(T)|/T\) and \(|\dot G(T)|/(\Omega T)\) are, the propagation time resolves the lines. Those require a second kick strength and a look at \(e^{-\gamma T}\) and \(2\gamma\). Nor does it check that the starting state is converged. A real starting function has \(\langle P\rangle=0\), so the full area is still \(N\); a residual \(\ddot d(0^+)\) shifts the corrected area only by \(2\ddot d(0^+)/(\pi\kappa\Omega)\), while the unforced motion, divided by a small \(\kappa\), can distort the lines. The tail correction holds only when \(\Omega\) lies well above every line that carries strength; strength near or above \(\Omega\) is missing from the area, so the corrected area must first be seen to stop changing as \(\Omega\) is raised. This is necessary but not sufficient. When valence and core lines are far apart, the area levels off near the valence strength while \(\Omega\) lies in the gap between them, so \(\Omega\) must also lie well above the core lines if \(N\) counts the core electrons. The frequency step must be small enough to resolve the lines, whose full width is \(2\gamma\), or the numerical integral misjudges their area. A disagreement with \(N\) that remains when these conditions are met points to the Hamiltonian, to its discretization, to the time step, to the interval at which the dipole is recorded or, if a finite pulse replaces the kick, to its width, which scales each line by \(e^{-\omega_n^2\tau^2/2}\).

Nondegeneracy was used for the parity argument and the static polarizability, and it is used again below to take the ground state as real. The signal formula survives without it: a degenerate partner contributes \(2\,\mathrm{Re}(i\kappa|X_{n0}|^2)=0\) at first order. The second derivation also covers mean-field dynamics, where the first does not apply as written because the evolution is nonlinear. A time-dependent Kohn–Sham potential that is multiplicative commutes with \(X\) at each time, so the slope is \(N\kappa\) in a complete basis. In time-dependent Hartree–Fock the exchange kernel is proportional to \(\rho_1(x,x')W(x-x')\), with \(\rho_1\) the one-electron density matrix at the same time. Its contribution to \(\dot d\) is proportional to \(\iint|\rho_1(x,x')|^2W(x-x')(x'-x)\), which vanishes because the integrand is odd under \(x\leftrightarrow x'\). These two mean-field statements are derived here and not run in the program. Neither derivation applies as written to a periodic solid, where \(X\) is not a well-defined operator on the states.

### The part that survives when the value \(N\) fails

For any fixed Hermitian \(H\) and \(X\), matrices included, \(e^{-i\kappa X}Be^{i\kappa X}=B-i\kappa[X,B]+O(\kappa^2)\). With \(B=i[H,X]\), whose expectation in an eigenstate is zero,

\[
\dot d(0^+)=\kappa\langle0|[X,[H,X]]|0\rangle+O(\kappa^2)=\kappa\sum_nf_n+O(\kappa^2).
\]

The link between slope and summed strength is therefore general at first order. Only the value \(N\) and the exactness in \(\kappa\) rest on the double commutator being the number \(N\). For a one-electron operator with kernel \(M(x,x')\), expanding \([x,[M,x]]=xMx-xxM-Mxx+xMx\) gives the kernel \(-(x-x')^2M(x,x')\), which handles the two cases below.

Take a fixed nonlocal potential with a real symmetric kernel \(V(x,x')\), such as a separable term built from a real projector. The ground state, being nondegenerate, is then real up to a constant phase, so \(\langle P\rangle_0=0\) still holds and the kinetic part of the slope is \(N\kappa\). With \(s=x-x'\), the kernel of \([V,x]\) is \(-sV\), and the two kick phases supply \(e^{-i\kappa s}\), so the kernel of \(e^{-i\kappa x}\,i[V,x]\,e^{i\kappa x}\) is \(-isV\cos\kappa s-sV\sin\kappa s\). The real \(\rho_1\) is symmetric, the cosine term is odd under \(x\leftrightarrow x'\) and integrates to zero, and

\[
\dot d(0^+)=N\kappa-\iint\rho_1(x',x)V(x,x')\,s\sin(\kappa s)\,dx\,dx' .
\]

The first order in \(\kappa\) gives \(\sum_nf_n=N-\iint\rho_1V s^2\), as the kernel rule also gives. The ratio of slope to kick now depends on \(\kappa\).

On a three-point grid of spacing \(h\), the kinetic matrix has \(T_{ii}=1/h^2\) and \(T_{i,i\pm1}=-1/(2h^2)\). The kernel rule gives \(0\) on the diagonal and \(+1/2\) between neighbours, which is the matrix \(1-h^2T\). Summing over electrons,

\[
\sum_nf_n=N-h^2\langle T\rangle ,
\]

exactly on that grid, with \(\langle T\rangle\) the total kinetic energy of the grid ground state. The deficit is positive and falls as \(h^2\).

### Two limiting cases

For a kick along \(\mathbf u_a\) (operator \(A\)) and a measurement along \(\mathbf u_b\) (operator \(B\)), take real eigenstates, which a real \(H\) allows. The first derivation gives \(d_b(t)=2\kappa\sum_nA_{n0}B_{0n}\sin\omega_nt\), with slope \(2\kappa\sum_n\omega_nA_{n0}B_{0n}\). The second gives the shift of \(P_b\) directly as \(N\kappa\,\mathbf u_a\cdot\mathbf u_b\). For orthonormal axes \(\sum_n2\omega_nA_{n0}B_{0n}=N\delta_{ab}\). The off-diagonal weights have both signs and cancel in this sum, but they need not cancel in \(\alpha_{ab}(0)=\sum_n2A_{n0}B_{0n}/\omega_n\), which weights them differently. Three kicks, each with three recorded components, give the full tensor.

In a harmonic trap \(v=\omega_0^2x^2/2\), the equation \(\ddot d=-\langle\sum v'\rangle\) closes as \(\ddot d=-\omega_0^2d\). With \(d(0^+)=0\) and \(\dot d(0^+)=N\kappa\), the solution is \(d=N\kappa\sin(\omega_0t)/\omega_0\) at any \(\kappa\) and for any translation-invariant interaction. Comparison with the first-order signal shows that all strength, \(f=N\), sits at \(\omega_0\). Here the set of all dipole transitions is a single line.

## Worked example

The model has two electrons in one dimension, with round parameters: \(v=-x^2/4+x^4/40\) and \(W=[(x_1-x_2)^2+1]^{-1/2}\), on a Fourier grid of 40 points per electron with \(h=0.32\) bohr. The kick is \(\kappa=0.001\ \text{bohr}^{-1}\), the damping \(\gamma=0.05\) Ha, and the state is propagated to \(T=200\) au in steps of \(0.025\) au, so \(e^{-\gamma T}=4.54\times10^{-5}\). The signal comes from split-operator propagation and is compared with diagonalization, a resolvent solve and a static field; the program and its output follow the text. The ground state is an even singlet with \(E_0=-0.10116\) Ha, singlet meaning a spatial function symmetric under exchange.

Among the ten lowest excited states, three are odd singlets. For the lowest, \(\omega=0.43094\) Ha (11.73 eV) and \(|X_{n0}|=1.05416\) bohr, so

\[
f=2\times0.43094\times1.05416^2=0.86188\times1.11125=0.9578,
\]

and the population is \(\kappa^2|X_{n0}|^2=1.11\times10^{-6}\). The other two lie at \(0.90369\) Ha (24.59 eV) with \(f=0.7730\) and at \(1.42285\) Ha (38.72 eV) with \(f=0.2306\), with populations \(4.28\times10^{-7}\) and \(8.10\times10^{-8}\). The two even singlets have populations \(1.10\times10^{-12}\) and \(2.04\times10^{-13}\), of order \(\kappa^4\) as the second-order amplitude requires; the first implies \(|(X^2)_{n0}|=2\sqrt{1.10}\approx2.1\ \text{bohr}^2\). The five triplets, including the lowest excitation at \(0.01591\) Ha, have populations of about \(10^{-31}\) or less, which is rounding noise. The program tests all three classes of amplitude against the formulas.

A Gaussian pulse with \(\tau=0.5\) au has \(\tau^2/2=0.125\). The predicted factors are \(e^{-0.125\times0.18571}=0.9771\), \(e^{-0.125\times0.81666}=0.9030\) and \(e^{-0.125\times2.02450}=0.7764\), and propagation through the pulse gives \(0.97705\), \(0.90295\) and \(0.77642\). Halving \(\tau\) from \(0.1\) to \(0.05\) au reduces the distance between the pulsed and kicked states by \(3.980\), against 4 for pure \(\tau^2\) behaviour. The next term of \(1-e^{-y}=y(1-y/2+\dots)\) lowers the ratio below 4; the size of that shift was not checked separately.

The propagated \(d/\kappa\) reaches \(3.2049\ \text{bohr}^2\) and departs from the sum over states by at most \(1.3\times10^{-5}\ \text{bohr}^2\) at the sampled times, which is \(4\times10^{-6}\) of the maximum. The program does not separate this into time-step error and \(\kappa^3\) terms. The order of the remainder in \(\kappa\) is tested separately with exact spectral evolution: the exponent is \(3.000\) for the symmetric well, \(2.009\) with \(0.02x^3\) added, and \(3.000\) again after antisymmetrizing in \(\kappa\).

The transformed signal has a largest sampled value of \(6.0844\ \text{Ha}^{-1}\) and differs from \(\sum f_nL_n\) by at most \(2.8\times10^{-4}\ \text{Ha}^{-1}\). The truncation estimate accounts for this: \(4.54\times10^{-5}\times6.08=2.8\times10^{-4}\). Reading strengths from peak heights overestimates them in this model. The values of \(\pi\gamma S_\gamma\) at \(\omega=\sqrt{a_n}\) are \(0.96150\), \(0.79362\) and \(0.24702\), above \(f_n\) by \(0.4\%\), \(2.7\%\) and \(7.1\%\) of \(f_n\). The excess is the tail of the neighbouring lines, each adding \(4\gamma^2f_m/(y_m^2+4\gamma^2)\). For the middle line, \(\omega=\sqrt{0.81916}=0.90507\). The lower neighbour has \(y=0.90507-0.18821/0.90507=0.6971\) and adds \(0.01\times0.95777/0.4960=0.0193\). The upper has \(y=0.90507-2.02700/0.90507=-1.3345\) and adds \(0.01\times0.23061/1.791=0.0013\). Their sum, \(0.0206\), matches \(0.79362-0.77303=0.0206\).

The slope read from the first points of the signal is \(2.0000000\,\kappa\), and diagonalization gives \(\sum f_n=2.0000000\). The area of \(S_\gamma\) up to 20 Ha is \(1.99363\). The leading tail is \(4\times0.05\times2/(20\pi)=0.00637\), and the total is \(1.99999\). The next tail term is \((8\times0.05/3\pi)(1.476-0.005)/20^3=8\times10^{-6}\), the size of the remaining gap. The asymmetric well with a kick a thousand times stronger, \(\kappa=1\ \text{bohr}^{-1}\), still gives slope over kick equal to \(2.0000000\). Such a run passes the slope check although the weak-kick condition \(\kappa^2|X_{n0}|^2\ll1\) cannot be assumed for it.

Different moments weight the lines differently. The three lines carry \(1.96142\) of the strength 2. In the static polarizability they give \(5.157+0.947+0.114=6.218\) au of the full \(6.22574\) au, and the finite field \(F=10^{-4}\) au gives the same \(6.22574\) au. In the second moment they give \(0.1779+0.6313+0.4669=1.276\ \text{Ha}^2\) of \(1.47582\ \text{Ha}^2\), which equals \(\langle\sum v''\rangle\) to the digits shown. The remaining strength \(0.0386\) carries \(0.200\ \text{Ha}^2\), so its root-mean-square frequency is \(\sqrt{0.200/0.0386}\approx2.3\) Ha. The plain time integral of the damped signal is \(6.1543\) au, against \(6.1542\) au from the resolvent. It is \(\alpha(i\gamma)=\sum f_n/(\omega_n^2+\gamma^2)\), which lies \(1.1\%\) below the static value. At \(z=1+0.05i\) the signal gives \(-4.2029+1.9755i\) au and the resolvent \(-4.2032+1.9754i\) au.

The variants show the failures. Adding the separable potential \(g|p\rangle\langle p|\), with \(g=-0.5\) Ha and a Gaussian projector, gives the correction \(-\iint\rho_1Vs^2=+1.18575\), so the predicted sum is \(3.18575\). Diagonalization and the weak-kick slope both give \(3.18575\), about \(59\%\) above \(N\), with nothing wrong in the propagation. At \(\kappa=1\ \text{bohr}^{-1}\) the measured slope over kick drops to \(2.49179\), equal to the sine formula. On the three-point grid \(\langle T\rangle=0.38272\) Ha and \(2-0.32^2\times0.38272=2-0.03919=1.96081\), equal to the diagonalized sum, a deficit of \(2.0\%\) of \(N\). The harmonic trap gives one line at \(1.000000\) Ha with \(f=2.000000\). One electron in the coupled two-dimensional well \(x^2/2+3y^2/4+0.3xy+0.02x^4\) gives the sums \(1.000000\), \(1.000000\) and \(0.000000\) for the \(xx\), \(yy\) and \(xy\) components, while \(\alpha_{xy}(0)=-0.18981\) au. A kick along \(x\) there drives a signal along \(y\) that starts with zero slope and reaches \(0.729\ \text{bohr}^2\) per unit kick as its largest value at the sampled times, spaced \(0.2\) au apart up to \(10\) au.

## Computed values

```
inputs: N=2, points=40, h=0.32 bohr, kappa=0.001 1/bohr
inputs: gamma=0.05 Ha, T=200.0 au, dt=0.025 au, exp(-gamma T)=4.54e-05
ground energy E0 = -0.101163 Ha
state  w(Ha)  spin  parity  |X_n0|(bohr)  f_n  |c_n|^2
 1 0.01591 triplet odd 0.00000 0.00000 1.11e-31
 2 0.43094 singlet odd 1.05416 0.95777 1.11e-06
 3 0.46463 singlet even 0.00000 0.00000 1.10e-12
 4 0.69744 triplet even 0.00000 0.00000 4.44e-33
 5 0.80210 triplet odd 0.00000 0.00000 6.94e-33
 6 0.87612 singlet even 0.00000 0.00000 2.04e-13
 7 0.90369 singlet odd 0.65399 0.77303 4.28e-07
 8 1.26003 triplet odd 0.00000 0.00000 7.71e-34
 9 1.35004 triplet even 0.00000 0.00000 3.15e-33
10 1.42285 singlet odd 0.28467 0.23061 8.10e-08
pulse tau=0.5 au: amplitude ratio at w=0.43094 Ha = 0.97705
pulse tau=0.5 au: amplitude ratio at w=0.90369 Ha = 0.90295
pulse tau=0.5 au: amplitude ratio at w=1.42285 Ha = 0.77642
pulse-kick state error ratio, tau 0.1 vs 0.05 au = 3.980
max |d|/kappa = 3.2049 bohr^2, max deviation from sum = 1.3e-05 bohr^2
max S = 6.0844 1/Ha, max |S - sum f L| = 2.8e-04 1/Ha
line w=0.43094 Ha = 11.727 eV, f=0.95777, pi*gamma*S(peak)=0.96150
line w=0.90369 Ha = 24.591 eV, f=0.77303, pi*gamma*S(peak)=0.79362
line w=1.42285 Ha = 38.718 eV, f=0.23061, pi*gamma*S(peak)=0.24702
three strongest lines carry f = 1.96142
int S to 20 Ha = 1.99363, tail estimate = 0.00637, total = 1.99999
alpha(0.0+i gamma): signal 6.1543+0.0000j, resolvent 6.1542+0.0000j au
alpha(1.0+i gamma): signal -4.2029+1.9755j, resolvent -4.2032+1.9754j au
static alpha: sum f/w^2 = 6.22574 au, finite field F=0.0001 au gives 6.22574 au
initial slope/kappa = 2.0000000, sum f = 2.0000000
sum f w^2 = 1.47582 Ha^2, <sum v''> = 1.47582 Ha^2
added 0.02 x^3, kappa=1: slope/kappa = 2.0000000, sum f = 2.0000000
remainder order: symmetric 3.000, asymmetric 2.009, antisymmetrized 3.000
nonlocal g=-0.5 Ha: sum f = 3.18575, correction = 1.18575, slope/kappa = 3.18575
nonlocal kappa=1: slope/kappa = 2.49179, formula = 2.49179
three-point grid: <T> = 0.38272 Ha, sum f = 1.96081, N - h^2<T> = 1.96081
harmonic trap: single line w = 1.000000 Ha, f = 2.000000
2D: sums xx, yy, |xy| = 1.000000 1.000000 0.000000
2D: alpha_xy(0) = -0.18981 au, max |d_y|/kappa = 0.72910 bohr^2
```
